# Telegrapher equation and the resistance-to-inductance crossover of a uniform interconnect: verification in Python

```python
"""Telegrapher equation and resistance-inductance crossover of a uniform line.

Result under test: V_zz = L C V_tt + (R C + L G) V_t + R G V, and series
reactance exceeds resistance above f_c = R/(2 pi L).  For two plates
(signal and return) f_c = rho/(pi mu0 t (d + 2t/3)) if skin effect is weak.
R, L, G, C: series resistance, inductance, shunt conductance, capacitance,
all per length; rho: resistivity; t: plate thickness; d: gap; w: width.
Time dependence exp(j omega t), propagation exp(-gamma z), SI units.
"""
import numpy as np
import mpmath as mp
from scipy.constants import mu_0, epsilon_0
from scipy.linalg import solve_banded
from scipy.optimize import brentq

rho, t, d, w, eps_r = 20e-9, 1e-6, 2e-6, 40e-6, 4.0
eps = eps_r * epsilon_0
R = 2 * rho / (t * w)
L = mu_0 * (d + 2 * t / 3) / w
C = eps * w / d
Z0 = np.sqrt(L / C)
omega_c = R / L
f_c = omega_c / (2 * np.pi)


def surface_impedance(omega, thick):
    """Closed formula for a plate with zero field on its outer face."""
    q = np.sqrt(1j * omega * mu_0 / rho)
    return rho * q / np.tanh(q * thick)


def surface_impedance_numeric(omega, thick, n=2000):
    """Finite-difference field diffusion, then dissipation and energy."""
    h = thick / n
    bands = np.ones((3, n - 1), dtype=complex)
    bands[1] = -2 - 1j * omega * mu_0 / rho * h**2
    rhs = np.zeros(n - 1, dtype=complex)
    rhs[0] = -1
    field = np.concatenate(([1], solve_banded((1, 1), bands, rhs), [0]))
    current = -np.diff(field) / h
    loss = rho * h * np.sum(abs(current)**2)
    energy = h * (np.sum(abs(field)**2) - 0.5)
    return loss + 1j * omega * mu_0 * energy


def loop_impedance(omega, thick=t, gap=d, plate=surface_impedance):
    return (2 * plate(omega, thick) + 1j * omega * mu_0 * gap) / w


# Plate impedance and low-frequency constants from the numerical field
for factor in (0.1, 1, 10):
    om = factor * omega_c
    numeric = surface_impedance_numeric(om, t)
    assert abs(numeric / surface_impedance(om, t) - 1) < 1e-5
om = 1e-3 * omega_c
Z_low = loop_impedance(om, plate=surface_impedance_numeric)
assert abs(Z_low.real / R - 1) < 1e-5
assert abs(Z_low.imag / om / L - 1) < 1e-5

# Lumped ladder with leakage against the second-order line equation
om, length = omega_c, 0.01
G_test = 0.3 * om * C
s = 1j * om
gamma_sq = L * C * s**2 + (R * C + L * G_test) * s + R * G_test
target = np.cosh(np.sqrt(gamma_sq) * length)
errors = []
for n in (2000, 4000):
    h = length / n
    series, shunt = (R + s * L) * h, (G_test + s * C) * h
    cell = np.array([[1 + series * shunt, series], [shunt, 1]])
    chain = np.linalg.matrix_power(cell, n)
    errors.append(abs(chain[0, 0] / target - 1))
assert errors[1] < 1e-3
assert 1.9 < errors[0] / errors[1] < 2.1   # first-order convergence


def field_mode_ratio(omega):
    """gamma^2 of the full Maxwell mode divided by the line value Z Y."""
    line_sq = mp.mpc(loop_impedance(omega) * 1j * omega * C)

    def mismatch(v):
        g2 = v * line_sq
        kappa = mp.sqrt(g2 + omega**2 * mu_0 * eps)
        q = mp.sqrt(1j * omega * mu_0 / rho - g2)
        plate = rho * q * mp.coth(q * t)
        return kappa * mp.tan(kappa * d / 2) / (1j * omega * eps * plate) - 1

    return complex(mp.findroot(mismatch, (mp.mpf('0.9'), mp.mpf('1.1'))))


mp.mp.dps = 30
mode_error = max(abs(field_mode_ratio(x * omega_c) - 1) for x in (0.1, 1, 10))
assert mode_error < 1e-6


# True crossover: numerical field against the closed equation
def numeric_crossover(thick, gap):
    guess = 2 * rho / (mu_0 * thick * (gap + 2 * thick / 3))

    def excess(x):
        z = loop_impedance(x * guess, thick, gap, surface_impedance_numeric)
        return z.imag / z.real - 1

    return guess * brentq(excess, 0.1, 10)


def closed_balance(a):
    return 2 * np.sin(2 * a) / (np.cosh(2 * a) - np.cos(2 * a)) - a * d / t


a_true = brentq(closed_balance, 0.01, np.pi / 2)
omega_true = 2 * rho * a_true**2 / (mu_0 * t**2)
assert abs(numeric_crossover(t, d) / omega_true - 1) < 1e-5
omega_small = numeric_crossover(t / 10, d / 10)
assert abs(omega_small / omega_true / 100 - 1) < 1e-5
for x in np.geomspace(1.001, 1e4, 400):
    above, below = loop_impedance(x * omega_true), loop_impedance(omega_true / x)
    assert above.imag > above.real and below.imag < below.real


# Wave limits for constant coefficients
def gamma_constant(omega):
    return np.sqrt((R + 1j * omega * L) * 1j * omega * C)


low, high = gamma_constant(1e-3 * omega_c), gamma_constant(1e3 * omega_c)
diffusion = np.sqrt(1e-3 * omega_c * R * C / 2)
assert abs(low.real / diffusion - 1) < 1e-3
assert abs(low.imag / diffusion - 1) < 1e-3
assert abs(high.real / (R / (2 * Z0)) - 1) < 1e-5
assert abs(high.imag / (1e3 * omega_c * np.sqrt(L * C)) - 1) < 1e-5
g_c = gamma_constant(omega_c)
assert abs(g_c.imag / g_c.real - (1 + np.sqrt(2))) < 1e-12

# Free decay of a ladder: ideal source at one end, open at the other
length_ring = np.pi * Z0 / R


def count_real_modes(line_length, n=200):
    h = line_length / n
    difference = np.eye(n) - np.eye(n, k=-1)
    matrix = np.block([[-R / L * np.eye(n), -difference / (L * h)],
                       [difference.T / (C * h), np.zeros((n, n))]])
    rates = np.linalg.eigvals(matrix * L / R)
    return int(np.sum(abs(rates.imag) < 1e-6))


real_short = count_real_modes(0.95 * length_ring)
real_long = count_real_modes(1.05 * length_ring)
assert real_short == 0 and real_long == 2

print(f"resistivity = {rho*1e9:.1f} nOhm m")
print(f"plate thickness t = {t*1e6:.1f} um")
print(f"gap d = {d*1e6:.1f} um")
print(f"width w = {w*1e6:.1f} um")
print(f"relative permittivity = {eps_r:.1f}")
print(f"R = {R*1e-3:.4f} Ohm/mm")
print(f"L = {L*1e9:.3f} nH/m")
print(f"internal part of L = {mu_0*2*t/3/w*1e9:.3f} nH/m")
print(f"C = {C*1e12:.2f} pF/m")
print(f"Z0 = sqrt(L/C) = {Z0:.3f} Ohm")
print(f"omega_c = R/L = {omega_c:.4e} rad/s")
print(f"f_c, constant R and L = {f_c*1e-9:.4f} GHz")
print(f"skin depth at f_c = {np.sqrt(2*rho/(omega_c*mu_0))*1e6:.4f} um")
print(f"(t/skin depth)^2 at f_c = {omega_c*mu_0*t**2/(2*rho):.4f}")
print(f"t/skin depth at true crossover = {a_true:.4f}")
print(f"true crossover = {omega_true/(2*np.pi)*1e-9:.4f} GHz")
print(f"shift from f_c = {100*(omega_true/omega_c-1):.2f} percent")
print(f"crossover, t and d tenfold smaller = {omega_small/(2*np.pi)*1e-9:.2f} GHz")
for x in (0.1, 1, 10):
    om = x * omega_c
    z = loop_impedance(om)
    full, const = np.sqrt(z * 1j * om * C), gamma_constant(om)
    print(f"at {x:g} f_c: reactance/resistance with skin = {z.imag/z.real:.4f}")
    print(f"  resistance/R with skin = {z.real/R:.4f}")
    print(f"  alpha, beta, constant R,L = {const.real:.3f}, {const.imag:.3f} 1/m")
    print(f"  alpha, beta, with skin = {full.real:.3f}, {full.imag:.3f} 1/m")
print(f"beta/alpha at f_c, constant R,L = {g_c.imag/g_c.real:.5f}")
print(f"high-frequency alpha, constant R = {R/(2*Z0):.3f} 1/m")
print(f"largest relative field-mode error in gamma^2 = {mode_error:.1e}")
print(f"ladder relative errors, 2000 and 4000 cells = {errors[0]:.2e}, {errors[1]:.2e}")
print(f"ringing length pi Z0/R = {length_ring*1e3:.3f} mm")
print(f"real decay rates at 0.95 ringing length = {real_short}")
print(f"real decay rates at 1.05 ringing length = {real_long}")
print("success")
```

Printed output:

```
resistivity = 20.0 nOhm m
plate thickness t = 1.0 um
gap d = 2.0 um
width w = 40.0 um
relative permittivity = 4.0
R = 1.0000 Ohm/mm
L = 83.776 nH/m
internal part of L = 20.944 nH/m
C = 708.34 pF/m
Z0 = sqrt(L/C) = 10.875 Ohm
omega_c = R/L = 1.1937e+10 rad/s
f_c, constant R and L = 1.8998 GHz
skin depth at f_c = 1.6330 um
(t/skin depth)^2 at f_c = 0.3750
t/skin depth at true crossover = 0.6166
true crossover = 1.9258 GHz
shift from f_c = 1.37 percent
crossover, t and d tenfold smaller = 192.58 GHz
at 0.1 f_c: reactance/resistance with skin = 0.1000
  resistance/R with skin = 1.0001
  alpha, beta, constant R,L = 19.560, 21.613 1/m
  alpha, beta, with skin = 19.561, 21.615 1/m
at 1 f_c: reactance/resistance with skin = 0.9868
  resistance/R with skin = 1.0124
  alpha, beta, constant R,L = 41.846, 101.026 1/m
  alpha, beta, with skin = 42.303, 101.179 1/m
at 10 f_c: reactance/resistance with skin = 5.1677
  resistance/R with skin = 1.8246
  alpha, beta, constant R,L = 45.919, 920.663 1/m
  alpha, beta, with skin = 85.992, 897.006 1/m
beta/alpha at f_c, constant R,L = 2.41421
high-frequency alpha, constant R = 45.976 1/m
largest relative field-mode error in gamma^2 = 3.4e-08
ladder relative errors, 2000 and 4000 cells = 3.41e-04, 1.70e-04
ringing length pi Z0/R = 34.166 mm
real decay rates at 0.95 ringing length = 0
real decay rates at 1.05 ringing length = 2
success
```
